# Finite-Time Runaway of Oxide Breakdown Current and Its Series-Resistance Limit, part 1

(Sections cited here and not found follow in the second part.)

## I. The growth law at constant spot voltage

### A case that can be solved at sight

Suppose that the current $I$ through a breakdown spot in a gate oxide grows at a rate proportional to its square,

$$\frac{dI}{dt}=kI^2,\qquad I(0)=I_0>0,\qquad k>0 .$$

Look at the reciprocal of the current instead of the current itself. By the chain rule,

$$\frac{d}{dt}\left(\frac1I\right)=-\frac{1}{I^2}\frac{dI}{dt}=-k .$$

The reciprocal falls along a straight line, $1/I=1/I_0-kt$. It reaches zero at the finite time $t=1/(kI_0)$, and there the current diverges. A spot that starts with twice the current starts with half the reciprocal. The line has the same slope, so it reaches zero in half the time.

A general power $p>1$ behaves in the same way, with $I^{1-p}$ in place of $1/I$. What changes is the strength of the dependence on $I_0$.

### The law and its assumptions

The law treated here is

$$\frac{dI}{dt}=kI^p,\qquad p>1, \tag{1}$$

under the following conditions.

- $I$ is the current through one spot. Tunnelling through the undamaged oxide has been subtracted.
- The voltage across the spot and its temperature are constant, so that $k$ is constant.
- Growth is smooth. Random steps in the current are replaced by their mean effect.
- The exponent $p$ is the same at all currents between $I_0$ and the current of interest.

The phrase "growth rate" needs care. In equation (1) it means the absolute rate $dI/dt$, in µA/s. Some data are described by the relative rate, $d\ln I/dt=kI^q$. Since $d\ln I/dt=(1/I)\,dI/dt$, multiplying by $I$ gives $dI/dt=kI^{q+1}$, so that $p=q+1$. For a relative rate, the condition $p>1$ therefore becomes $q>0$.

The unit of $k$ depends on $p$: with current in µA and time in s it is µA$^{1-p}$/s. It is safer to store a rate $r$ at a stated reference current $I_r$, and to set $k=r/I_r^p$. With $I_r=1$ µA, the number $k$ equals the growth rate at 1 µA in µA/s.

### Time to a given current

The right side of (1) is positive, so the current rises steadily and can itself serve as the clock. Divide (1) by $kI^p$ and integrate from the initial current to a failure current $I_f>I_0$:

$$t_f=\int_{I_0}^{I_f}\frac{dI}{kI^p}
=\frac1k\left[\frac{I^{1-p}}{1-p}\right]_{I_0}^{I_f}
=\frac{I_f^{1-p}-I_0^{1-p}}{(1-p)k}.$$

Both numerator and denominator are negative for $p>1$. Changing the sign of each gives

$$t_f=\frac{I_0^{1-p}-I_f^{1-p}}{(p-1)k}. \tag{2}$$

As $I_f\to\infty$, the term $I_f^{1-p}$ tends to zero, because its exponent is negative. The time has a finite limit, the runaway time

$$t_*=\frac{I_0^{1-p}}{(p-1)k}. \tag{3}$$

To find the current at an intermediate time, replace $I_f$ by $I(t)$ and $t_f$ by $t$ in (2), and solve for the power of the current:

$$I^{1-p}=I_0^{1-p}-(p-1)kt=I_0^{1-p}\left(1-\frac{t}{t_*}\right).$$

The last step uses $(p-1)k=I_0^{1-p}/t_*$, which is equation (3) rearranged. Raising both sides to the power $1/(1-p)=-1/(p-1)$ gives

$$I(t)=I_0\left(1-\frac{t}{t_*}\right)^{-1/(p-1)},\qquad 0\le t<t_* . \tag{4}$$

The divergence at $t_*$ belongs to equation (1) continued to unlimited current. A physical circuit cannot supply that, and Part II shows how series resistance removes the singularity. The quantity to compare with a failure criterion is $t_f$. Within law (1), $t_*$ is an upper limit for it.

Equation (2) was tested by direct integration of the growth equation in time, with $k=10^{-3}$ in the units above, for $p=1.3$, 1.5 and 2.3 and for initial currents of 0.5 and 2 µA. The times to reach $10^4$ µA agreed to within one part in $10^6$.

### Why the exponent one is the boundary

For $p=1$ the integral is logarithmic, $t_f=\ln(I_f/I_0)/k$. It grows without limit as $I_f$ is raised, and the current is an ordinary exponential. For $p<1$,

$$t_f=\frac{I_f^{1-p}-I_0^{1-p}}{(1-p)k},$$

which also grows without limit, now as a power of $I_f$. In both cases the current is finite at every finite time. Finite-time runaway in a power law thus requires $p>1$.

The doubling times show the mechanism. Let $\Delta t_n$ be the time to go from $2^nI_0$ to $2^{n+1}I_0$. From (2),

$$\Delta t_n=\frac{(2^nI_0)^{1-p}-(2^{n+1}I_0)^{1-p}}{(p-1)k}
=\frac{I_0^{1-p}}{(p-1)k}\left(1-2^{1-p}\right)\left(2^{1-p}\right)^n .$$

Each doubling takes $2^{-(p-1)}$ times as long as the previous one. For $p>1$ this ratio is below one, and the geometric series has the sum

$$\sum_{n=0}^{\infty}\Delta t_n=t_*\left(1-2^{1-p}\right)\frac{1}{1-2^{1-p}}=t_* .$$

Infinitely many doublings fit into a finite time. For $p=1$ all doublings take equally long, and for $p<1$ they become longer.

The same reasoning covers a growth law that is not a power. If $dI/dt=f(I)$ with $f$ continuous and positive, the time to infinite current is $\int_{I_0}^\infty dI/f(I)$, and runaway occurs in finite time if this integral converges. Convergence depends on $f$ at large current. The value of the time, in contrast, is often set at small current, where growth is slow. A measured exponent at small current may therefore give a good failure time without showing that a singularity exists.

### Dependence on the initial current

At fixed $k$ and $p$, equation (3) gives

$$t_*\propto I_0^{-(p-1)},\qquad
\frac{d\ln t_*}{d\ln I_0}=-(p-1). \tag{5}$$

A finite failure current makes the dependence steeper. Differentiate (2) with $I_f$, $k$ and $p$ fixed:

$$\frac{dt_f}{dI_0}=\frac{(1-p)I_0^{-p}}{(p-1)k}=-\frac{I_0^{-p}}{k}.$$

Multiply by $I_0/t_f$ and insert (2):

$$\frac{d\ln t_f}{d\ln I_0}
=-\frac{(p-1)I_0^{1-p}}{I_0^{1-p}-I_f^{1-p}}
=-\frac{p-1}{1-(I_0/I_f)^{p-1}}. \tag{6}$$

The last form follows on dividing numerator and denominator by $I_0^{1-p}$. The denominator lies between zero and one, so the magnitude exceeds $p-1$. The reason is that raising $I_0$ removes a fixed amount of time from both $t_*$ and $t_f$, and $t_f$ is the smaller of the two.

For $p\to1$, write $L=\ln(I_f/I_0)$. Then $(I_0/I_f)^{p-1}=e^{-(p-1)L}\approx1-(p-1)L$, and (6) tends to $-1/L$. This is the sensitivity of exponential growth.

The condition of fixed $k$ matters. Let $\dot I_0=kI_0^p$ be the initial growth rate. Since $I_0^{1-p}/k=I_0/(kI_0^p)$, equation (3) can also be written

$$t_*=\frac{I_0}{(p-1)\dot I_0}. \tag{7}$$

If two spots with different initial currents have the same initial rate in µA/s, the one with the larger current takes longer, in proportion to $I_0$. There is no conflict with (5), because the two spots then have different values of $k$. In a set of devices where $k$ varies together with $I_0$, a plot of failure time against initial current need not have the slope (5) or (6).

The number of spots matters for the same reason. If $N$ equal spots share a total current $I$, each carries $I/N$, and the total grows as

$$\frac{dI}{dt}=Nk\left(\frac IN\right)^p=N^{1-p}kI^p .$$

The effective coefficient is smaller by $N^{p-1}$, and the runaway time is longer by the same factor. Treating the total as one spot with the single-spot value of $k$ then predicts runaway too early. Equation (7), used with the total current and its measured rate, is not affected, because the factor $N$ cancels in the ratio.

### Remaining time from a current and a slope

Any moment can be taken as a new start. Equation (7), applied at time $t$, gives

$$t_*-t=\frac{I}{(p-1)\,dI/dt}. \tag{8}$$

Equivalently, the ratio $I/(dI/dt)$ falls linearly in time with slope $-(p-1)$ and reaches zero at $t_*$. A straight-line fit to this ratio yields both $p$ and $t_*$ without a prior value of $k$.

Early data carry little information on $p$. With $\tau=t\dot I_0/I_0$, equation (7) gives $t/t_*=(p-1)\tau$. The binomial expansion of (4) to second order is then

$$\frac{I}{I_0}=1+\tau+\frac{1}{2}\,\frac{1}{p-1}\left(\frac{1}{p-1}+1\right)(p-1)^2\tau^2+\dots
=1+\tau+\frac p2\tau^2+\dots$$

The exponent first enters through the curvature. While $p\tau\ll1$, the curvature term is small beside the linear one, and growth with different values of $p$ looks like the same straight line.

### Worked example

Take a spot with $I_0=1$ µA, $p=1.5$ and a growth rate of 1 nA/s at 1 µA. The failure current is 100 µA. Equation (7) gives

$$t_*=\frac{1\ \mu\text{A}}{0.5\times10^{-3}\ \mu\text{A/s}}=2000\ \text{s}=33.3\ \text{min}.$$

The factor $(I_0/I_f)^{p-1}$ is $(1/100)^{0.5}=0.1$, so that

$$t_f=2000\ \text{s}\times(1-0.1)=1800\ \text{s}=30\ \text{min}.$$

The whole range of currents above 100 µA contributes the last 200 s. The details of the law in that range have no effect on $t_f$. They decide whether a singularity exists and, if it does, how long after $t_f$ it comes.

The current follows $I=I_0(1-t/t_*)^{-2}$. It is 1.78 µA at 500 s, 4 µA at 1000 s, 16 µA at 1500 s and 100 µA at 1800 s. The first three doublings take 586, 414 and 293 s, with the ratio $2^{-0.5}=0.707$. Exponential growth from the same current and the same initial rate would need $1000\ \text{s}\times\ln100=4605$ s to reach 100 µA, about 2.6 times as long.

With $k$ fixed, the dependence on initial current is as follows.

| $I_0$ (µA) | $t_*$ (s) | $t_f$ (s) |
|---|---|---|
| 0.5 | 2828 | 2628 |
| 1 | 2000 | 1800 |
| 2 | 1414 | 1214 |
| 4 | 1000 | 800 |

Fourfold initial current halves $t_*$, as $4^{-0.5}=1/2$ requires. The difference $t_*-t_f$ is 200 s in each row, because it depends on $I_f$ alone. At 1 µA, equation (6) gives a sensitivity of $-0.5/0.9=-0.556$ for $t_f$, against $-0.5$ for $t_*$.

Equation (8) can be followed at 1200 s. The current is then 6.25 µA and the slope 15.625 nA/s, so the remaining time is $6.25/(0.5\times0.015625)=800$ s. Added to 1200 s, this returns the runaway time of 2000 s.

An error in $p$ has a larger effect here than a similar relative error in $I_0$. With the rate at 1 µA held fixed and $I_0=1$ µA, $t_*=1000\ \text{s}/(p-1)$. The value is 2500 s for $p=1.4$ and 1667 s for $p=1.6$.

## II. Circuit limits, heating and use of the result

### Symbols and results carried over

The spot current is $I$, with initial value $I_0$ and failure value $I_f$. At constant spot voltage and temperature it obeys $dI/dt=kI^p$ with $p>1$. The time to failure and the runaway time are

$$t_f=\frac{I_0^{1-p}-I_f^{1-p}}{(p-1)k},\qquad t_*=\frac{I_0^{1-p}}{(p-1)k}.$$

The example has $I_0=1$ µA, $I_f=100$ µA, $p=1.5$ and a rate of 1 nA/s at 1 µA, which give $t_f=1800$ s and $t_*=2000$ s. These are called the bare values below.

### Series resistance

Let a fixed supply voltage $V$ act on the spot through a resistance $R$. The spot receives $V-IR$. The current now depends on the circuit as well as on the damage, so the damage needs its own variable. Let $S$ be the current that the spot would carry if the full voltage $V$ were across it. For a spot whose current varies as the power $m\ge1$ of its voltage,

$$I=S\left(\frac{V-IR}{V}\right)^m=S(1-x)^m,\qquad x=\frac{IR}{V}. \tag{9}$$

The case $m=1$ is an ohmic spot. For the growth of the damage, take

$$\frac{dS}{dt}=kI^p e^{-\gamma IR}. \tag{10}$$

The exponential describes slower growth at reduced spot voltage when the current is held fixed, and $\gamma\ge0$ is its coefficient. The total voltage dependence of growth is stronger than $\gamma$ alone suggests, because $I$ also falls with voltage. A value of $\gamma$ fitted without separating these two effects must not be inserted here, or the current effect is counted twice. For $R=0$, $S=I$ and the law of Part I returns.

Equation (9) requires $x<1$, so $I<V/R$ for any finite $S$. Since the exponential in (10) is at most one,

$$\frac{dS}{dt}<k\left(\frac VR\right)^p,\qquad
S(t)<S(0)+k\left(\frac VR\right)^pt . \tag{11}$$

The damage variable is finite at every finite time, and the current stays below $V/R$. Any $R>0$ removes the singularity in this model, even for $\gamma=0$. A failure criterion with $I_f\ge V/R$ is never met, and software should reject it before integrating.

For $I_f<V/R$ the failure time follows by using $I$ as the clock again. From (9), $S=I(1-x)^{-m}$. The product rule, with $dx/dI=R/V$, gives

$$\frac{dS}{dI}=(1-x)^{-m}+I\,m\frac RV(1-x)^{-m-1}
=(1-x)^{-m-1}(1-x+mx).$$

The last step uses $IR/V=x$. Since $dt=dS/(dS/dt)$,

$$t_f=\int_{I_0}^{I_f}\frac{(1-x)^{-m-1}(1-x+mx)\,e^{\gamma IR}}{kI^p}\,dI . \tag{12}$$

For small $x$, $(1-x)^{-m-1}\approx1+(m+1)x$. Multiplication by $1+(m-1)x$ gives $1+2mx$ to first order. With $e^{\gamma IR}\approx1+\gamma IR$, the increase over the bare time is, for $p\ne2$,

$$\Delta t_f\approx\frac Rk\left(\frac{2m}{V}+\gamma\right)\int_{I_0}^{I_f}I^{1-p}dI
=\frac Rk\left(\frac{2m}{V}+\gamma\right)\frac{I_f^{2-p}-I_0^{2-p}}{2-p}. \tag{13}$$

For $p=2$ the last fraction is replaced by $\ln(I_f/I_0)$. For $m\ge1$ the omitted terms are all positive, so (13) is a lower bound on the delay.

In the example, let $V=2.8$ V, $R=1$ kΩ and $\gamma=8$ V$^{-1}$. The voltage drop at failure is 0.1 V, and the ceiling $V/R$ is 2800 µA. In units of µA, V and s, $R=10^{-3}$ and $k=10^{-3}$. For an ohmic spot, (13) gives

$$\Delta t_f\approx\left(\frac{2}{2.8}+8\right)\times\frac{10-1}{0.5}\approx157\ \text{s}.$$

The full integral (12) gives $t_f=1988$ s, a delay of 188 s or 10 % of the bare value. The first-order result is low because $\gamma IR$ reaches 0.8 at failure, which is not small. For $m=4$ the full result is 2045 s, or 14 % above the bare value. With these numbers the term in $\gamma$ accounts for most of the first-order delay.

At constant spot voltage and temperature, law (1) gives a finite runaway time; in the circuit model any series resistance removes the singularity, and in the example it delays failure by 10 % for $m=1$ and 14 % for $m=4$. What remains is how the current approaches its ceiling, the effects of self-heating and background current, numerical use, and the relation to real gate oxides.

All numerical values are calculated from the stated model.
